Why Stabiliser Can Stop Electroless Growth on Small Features First

**Question.** An electroless bath plates a broad pad and, far from it on the same inert mask, a small disk. The bath contains a trace of stabiliser, which adsorbs on the metal and blocks deposition. Why can the disk stop growing while the pad continues, and under what conditions?

**Two competing rates**

Stabiliser reaches the metal by diffusion. It leaves the surface by being buried as new metal covers it. Growth therefore cleans the surface, but only while there is growth. Some stabiliser must be adsorbed before any can be buried, so a light coverage can settle at a balance. Once most of the surface is blocked, however, further slowing reduces burial, and growth can stop.

Let the solution be stagnant up to a height δ, where the stabiliser concentration is held at its bulk value c_b. The diffusivity is D. Features are flat, the mask takes up nothing, and the concentration field is taken as steady at each stage of the slower change of coverage. Metal ions and reductant are plentiful, so that a clean surface grows at the same speed v0 on every feature.

**How much more stabiliser can reach a disk?**

Suppose first that the metal removes every stabiliser molecule that arrives. Above the middle of a broad pad the concentration rises linearly from 0 to c_b over the height δ, and the flux per area is

J_pad = D c_b/δ.

A small disk also draws stabiliser from the sides. A point sink of strength I on the inert plane draws from a half-space, so at distance ρ it lowers the concentration by I/(2πDρ). Try the flux density

q(r) = A/√(a² − r²)

on a disk of radius a. To find the depletion at a point P of the disk, use polar coordinates about P. The area element ρ dρ dφ cancels the 1/ρ of the point sink. Opposite directions join into a chord through P. If t is the distance along the chord from its midpoint and L is half its length, then a² − r² = L² − t² on the chord, and

∫ dt/√(L² − t²) = π, from t = −L to L.

This is the same for every chord. Integrating over φ from 0 to π gives π², so the depletion is Aπ²/(2πD) = Aπ/(2D) everywhere on the disk. A perfect sink needs depletion c_b, hence A = 2Dc_b/π and

q(r) = 2Dc_b/[π√(a² − r²)].

The flux is largest at the rim. The total is 2πaA = 4Dac_b; division by πa² gives the mean flux and its ratio to the pad value:

J_disk = 4Dc_b/(πa),  J_disk/J_pad = 4δ/(πa).

This holds for a ≪ δ. The first correction comes from the top of the layer, where depletion must vanish. Image sinks at heights ±2nδ with signs (−1)ⁿ satisfy this condition and keep the mask impermeable. At the small disk they change the depletion by

2I Σ (−1)ⁿ/(2πD·2nδ) = −I ln2/(2πDδ),

with n running from 1 to infinity. Setting I/(4Da) − I ln2/(2πDδ) = c_b multiplies the disk flux by 1/[1 − 2a ln2/(πδ)].

**When does extra supply stop growth?**

Real uptake has a finite speed. Let u be the fraction of surface sites free of stabiliser, Γ the site density, c_s the concentration at the surface and k the uptake velocity. Uptake per area is kc_s u. The metal grows at speed v0u, or v0u/h atomic layers per second, where h is the layer height. If each layer buries an adsorbed molecule with probability p, burial per area is

pΓ(1 − u)v0u/h = Bu(1 − u),  B = pΓv0/h.

Desorption and surface diffusion are neglected. Free sites are gained by burial and lost by uptake:

Γ du/dt = u[B(1 − u) − kc_s].

Define c* = B/k, s = c_s/c*, x = c_b/c* and τ = Bt/Γ. Then

du/dτ = u(1 − u − s).

A place on the surface can keep growing only if its local s stays below 1. Diffusion sets s. Let G[q] be the depletion caused by a flux density q. The flux is kc*us, so division by c* gives

s = x − kG[us].

Since a sink cannot raise the concentration, G is positive and s ≤ x.

If x < 1, then du/dτ ≥ u(1 − x − u), and a surface that starts clean keeps u ≥ 1 − x. No feature of any size stops. Thus c* is a floor below which edge-enhanced diffusion can slow a small feature, even strongly, but cannot stop it in this model.

**Why size gives a definite order**

Compare two surfaces in the same bath, with u₁ ≤ u₂ everywhere. Let w = s₁ − s₂. At the surface, with z pointing into the solution,

D ∂w/∂z = ku₁w − k(u₂ − u₁)s₂.

Suppose w were negative somewhere. A solution of Laplace's equation has its minimum on the boundary; here it could not be at the top, where w = 0, so it would be on the surface, with w rising into the solution. The left side would then be positive, but the right side is not. Hence s₁ ≥ s₂: more free metal means less stabiliser in the solution at the surface.

This order persists in time. If u₁ catches up with u₂ at some point, the larger s₁ prevents it from overtaking. Now let surface 1 be a small disk and surface 2 a larger one containing it, both initially clean, and set u₁ = 0 on the mask. At every shared point and every time, the larger disk has at least as much free surface. A larger disk cannot stop first there. The argument allows any variation of coverage across the disks.

It also shows what happens at long times. A clean surface has the largest possible u, namely 1, so its state a little later lies below its initial state. By the same ordering, u continues to fall or stay level, and it approaches a steady state. It remains to ask whether a growing steady state exists.

**Which disks must stop?**

Take x > 1. Where a steady surface grows, u = 1 − s, so s ≤ 1 and

u = 1 − x + kG[us] ≤ kG[u].

Let U be the largest u. Then U ≤ kU max G[1], where G[1] is the depletion by a uniform unit flux. For a disk without the top boundary, its largest value is at the centre:

∫ 2πρ dρ/(2πDρ) = a/D, from ρ = 0 to a.

Away from the centre, part of the disk's area is farther from the chosen point, which lowers the result. The top boundary lowers it further. Therefore U ≤ (ka/D)U, and if

a < D/k

the only possibility is U = 0. Every such disk stops when c_b > c*. The condition is sufficient, not necessary: somewhat larger disks may stop as well. It also shows that the size effect saturates for small disks. Once a is below D/k, and possibly somewhat earlier, shrinking the disk further does not lower its stopping concentration, which is already c*, because uptake at the surface has become the bottleneck.

For a planar pad, G[1] = δ/D. If kδ/D < 1, the same inequality stops the pad too whenever c_b > c*. Small features then have no lower threshold than broad ones. They may still stop sooner, but at the same bath concentration. A bath that stops small disks and lets a broad pad continue needs uptake fast enough to deplete the solution above the pad, which requires kδ/D > 1.

**How far is the pad protected?**

Put ε = D/(kδ) < 1. In the planar interior, the diffusion equation is s = x − us/ε, and steady growth has u = 1 − s. Thus

s(1 − s) = ε(x − s),  or  x = s(1 + ε − s)/ε.

The right side of the second form is largest at s = (1 + ε)/2, so growth in the interior is possible up to

x_int = (1 + ε)²/(4ε).

For x between 1 and x_int both roots have s < 1 and therefore u > 0. From a clean start u only falls, so it settles at the first steady state it meets. That is the one with the larger u, hence the smaller root,

s = {1 + ε − √[(1 + ε)² − 4εx]}/2.

A pad also has an edge, however, and its rim receives extra stabiliser. Consider a straight edge between a wide mask and a wide pad, with y measured across it. Let C(y,z) = c/c*, and let F(s) be the integral of us from 0 to s. In steady growth us = s(1 − s), so F = s²/2 − s³/3; where s ≥ 1 the surface has stopped and F stays at 1/6. Define

M(y) = (D/2)∫ (C_y² − C_z²) dz, from z = 0 to δ,

where subscripts denote derivatives. Using C_yy = −C_zz,

dM/dy = −D∫ ∂(C_yC_z)/∂z dz = D C_yC_z at z = 0,

because C_y = 0 at the top. Over the mask C_z = 0 at the surface, so M is constant; far from the pad the field is uniform, so that constant is 0. Over the pad, DC_z = kus, giving dM/dy = k dF/dy. Hence M − kF is constant there, and equals −kF(s_edge) because M is continuous at the edge. Deep inside the pad C_z = (x − s)/δ, so M = −D(x − s)²/(2δ). Dividing by −k gives

ε(x − s)²/2 + s²/2 − s³/3 = F(s_edge) ≤ 1/6.

As x rises, the left side changes at the rate ε(x − s) > 0; the contribution from the change in s vanishes because s(1 − s) = ε(x − s). Equality with 1/6 therefore marks an upper limit x_edge. Above it, a wide pad with a straight edge has no steady state with a growing interior. A stopped rim no longer consumes stabiliser, and its supply passes to the metal next to it. The stopped region can thus advance inwards even when the interior alone could have survived.

**Numbers for one bath**

Take these round model parameters, which do not represent a particular stabiliser:

- D = 1.0×10⁻⁹ m²/s, δ = 50 µm and k = 2.0×10⁻⁴ m/s
- v0 = 3.0 nm/s, h = 0.20 nm, Γ = 1.0×10⁻⁵ mol/m² and p = 10⁻³
- c_b = 1.1 µmol/L, or 1.1×10⁻³ mol/m³

The burial scale and the floor concentration are

B = 10⁻³ × 10⁻⁵ × (3.0/0.20) = 1.5×10⁻⁷ mol/(m² s),

c* = B/k = 7.5×10⁻⁴ mol/m³ = 0.75 µmol/L.

Thus x = 1.1/0.75 = 1.47. Uptake is fast enough for a size effect, since kδ/D = 10, and D/k = 5 µm.

For a disk of radius 2.5 µm, the perfect-sink ratio is 4 × 50/(π × 2.5) = 25.5. The top of the layer raises it to 26.0. The flux limits are 2.2×10⁻⁸ mol/(m² s) for the planar pad and 5.7×10⁻⁷ mol/(m² s) for the disk. Burial can remove at most B/4 = 3.8×10⁻⁸ mol/(m² s), at u = 1/2. The planar supply lies below this capacity and the disk's diffusion limit lies far above it.

The disk does not actually receive the whole factor of 26. Its uptake cannot exceed kc_b = 2.2×10⁻⁷ mol/(m² s), which is 10 times the planar diffusion limit. Exceeding B/4 does not by itself imply stopping, because uptake also falls as free sites disappear. The deciding comparison is between kc_b and B: here 2.2×10⁻⁷ exceeds 1.5×10⁻⁷ mol/(m² s), which is the condition c_b > c*. Since the disk radius is also below D/k, the disk must stop.

For the pad, ε = 0.1 and

x_int = 1.1²/0.4 = 3.03, or 2.27 µmol/L.

The edge condition is stricter: x_edge = 1.93, or 1.45 µmol/L. The chosen bath lies below both limits and above c*. In the planar interior,

s = [1.1 − √(1.21 − 0.4 × 1.467)]/2 = 0.155,

so u = 0.845: the interior keeps about 84% of its clean growth speed.

The time-dependent equations, solved with local coverage on each disk, give the following after 20 minutes from a clean start:

- Radius 2.5 µm: mean u = 0.0001, mean thickness 0.29 µm.
- Radius 10 µm: mean u = 0.0008, mean thickness 0.55 µm.
- Radius 25 µm: mean u = 0.33, mean thickness 1.7 µm.
- Radius 500 µm: mean u = 0.83, mean thickness 3.0 µm.

A surface that stayed clean would reach 3.0 nm/s × 1200 s = 3.6 µm. The smallest disk is not bare: it grows until stabiliser has accumulated, and then stops at about a tenth of the pad's thickness. The 10 µm disk has also practically stopped, although its radius exceeds D/k, as a sufficient condition permits. The 25 µm disk is still partly active; this result at one time does not show whether it will eventually stop.

The edge limit was tested on the 500 µm pad. At 0.85 x_edge its mean u was 0.80 after both 1.85 h and 3.70 h. At 1.20 x_edge, still below x_int, it fell from about 0.4 to about 0.2 between those times. The stopped zone thus moves inwards slowly, so a short plating run may not reveal the edge limit. These long runs test the equations with a flat surface rather than a real pad: at u ≈ 0.8 the deposit would be about 16 µm thick after 1.85 h and over 30 µm after 3.70 h, no longer small compared with δ = 50 µm. The straight-edge formula neglects the curvature of a finite pad's rim. Since a finite pad lies inside a half-plane, the ordering argument makes x_edge an upper bound on that pad's own limit, approached only by wide pads.

**Where the explanation applies**

The steady-diffusion assumption is reasonable here: δ²/D = 2.5 s, against a coverage time Γ/B = 67 s. The stabiliser initially stored in the layer, c_bδ per area, is only 0.55% of the site density, so its early arrival cannot block a broad pad.

Isolation matters as well as size. The ordering argument holds for any added active metal, not just a larger disk: neighbours lower the stabiliser concentration at a small feature and can protect it. An isolated disk is the vulnerable case.

The argument also relies on a growth speed v0 independent of size. This is only roughly met by the numbers above: nickel growing at 3 nm/s consumes about 4.6×10⁻⁴ mol/(m² s), which across a 50 µm layer would lower a 0.1 mol/L metal concentration above the pad by about a quarter. If diffusion of metal ions limits growth, a small disk receives more metal as well as more stabiliser, its burial capacity rises, and the comparison must be redone. Desorption would provide another way to clear the surface. Flow within the layer, or a deposit whose height is not small compared with both the feature's radius and δ, would change the diffusion field itself.

In this model, then, the disk stops while the pad keeps growing when three conditions hold together: the bath exceeds c*, the disk is small enough to lack a growing steady state, and the pad depletes the solution above it enough to stay below its own limit, which for a finite pad is at most x_edge. The remaining values are in the numerical output.

Table of computed values

```
diffusivity D = 1.00e-09 m^2/s
stagnant layer delta = 50.0 um
uptake velocity k = 2.00e-04 m/s
clean growth speed v0 = 3.00 nm/s
atomic layer height h = 0.20 nm
site density Gamma = 1.00e-05 mol/m^2
burial probability per layer p = 1.0e-03
burial scale B = 1.500e-07 mol/m^2/s
bath stabiliser = 1.100 umol/L
plating time = 20.0 min
threshold c* = 0.750 umol/L
bath ratio x = 1.4667
uptake number k delta/D = 10.00
guaranteed-stop radius D/k = 5.00 um
planar pad flux limit = 2.200e-08 mol/m^2/s
2.5 um disk mean flux limit = 5.728e-07 mol/m^2/s
disk/planar flux, 4 delta/(pi a) = 25.465
disk/planar flux, ring solution = 26.038
500 um pad mean/planar flux = 1.0902
500 um pad centre/planar flux = 1.0006
pad edge-front limit = 1.9289 c* = 1.447 umol/L
pad interior limit = 3.0250 c* = 2.269 umol/L
planar steady free fraction in bath = 0.8448
diffusion time delta^2/D = 2.50 s
coverage time Gamma/B = 66.67 s
layer inventory/site density = 0.00550
pad at 0.85 front limit: mean u 0.8026 -> 0.8026
pad at 1.20 front limit: mean u 0.4300 -> 0.2168
times for those two means = 1.85, 3.70 h
radius/um; final mean u; centre thickness/um; mean thickness/um
2.5; 0.00011; 0.3060; 0.2930
5.0; 0.00019; 0.3970; 0.3658
10.0; 0.00076; 0.6436; 0.5508
25.0; 0.32537; 2.2757; 1.7238
50.0; 0.65508; 2.9328; 2.5059
500.0; 0.82926; 3.0809; 3.0323
```
